\section*{Comment on the claim that a silicon self-interstitial fills a hole}

\section{The argument under comment}

The argument runs as follows. A silicon crystal with one self-interstitial has one atom more than it has lattice sites. Each site already holds its atom, so the surplus atom must rest between sites. The diamond lattice is open, and its tetrahedral holes offer a place at a full bond length from the nearest atoms. Two atoms could not share a site, because they would have to sit on top of each other. Hence a self-interstitial is one extra atom in an open hole.

The first sentence is correct, and the structure reached at the end is a possible one. The fault lies in the second sentence: a surplus of one atom does not imply that every site keeps its own atom. I first examine the hole, then ask what arrangement is possible if one site gives up its atom, and finally compare the energies.

\section{What the surplus does and does not fix}

Assign each atom to the lattice site nearest to it, and let $n_s$ be the number of atoms assigned to site $s$. With $N$ sites and $N+1$ atoms,
\begin{equation}
\sum_s (n_s-1)=(N+1)-N=1 .
\end{equation}
This can be satisfied by $n_0=2$ at one site and $n_s=1$ at all others. The condition says nothing about where in the cell of site $0$ the two atoms are. They may both avoid the site itself, and then they need not overlap. An atom at the centre of a tetrahedral hole is a borderline case of this bookkeeping, since it is equally far from four sites.

\section{The hole is open, but its walls are bonded}

Let $a$ be the cubic lattice constant and $b=a/4$. Put a site at the origin, with its four neighbours at
\begin{equation}
b(1,1,1),\quad b(-1,-1,1),\quad b(1,-1,-1),\quad b(-1,1,-1).
\end{equation}
The bond length is $d=\sqrt3\,b$. One tetrahedral hole is centred at $b(1,1,-1)$. The sites at the origin, $b(2,2,0)$, $b(2,0,-2)$ and $b(0,2,-2)$ each differ from it by a vector with components $\pm b$, so all four are at distance $\sqrt3\,b=d$. Six further sites lie at $2b=1.155\,d$.

An atom placed there has four neighbours at the ideal distance. Each of those neighbours, however, already had four bonds and now has a fifth atom at bond distance. The room in the hole therefore does not show that the hole is the cheapest place for the surplus.

\section{Can two atoms share the site without overlapping?}

Remove the atom at the origin and insert two, placed symmetrically along $[110]$ and lowered along $z$:
\begin{equation}
\mathbf r_\pm=\left(\pm\frac{u}{\sqrt2},\ \pm\frac{u}{\sqrt2},\ -w\right).
\end{equation}
The atom count changes by $-1+2=+1$, as required. Keep all other atoms fixed for the moment, and ask whether $\mathbf r_+$ can be at the ideal distance $d$ from three of the old neighbours. For the neighbour $b(1,1,1)$,
\begin{align}
3b^2&=2\left(\frac{u}{\sqrt2}-b\right)^2+(w+b)^2\nonumber\\
&=u^2-2\sqrt2\,bu+2b^2+w^2+2bw+b^2 ,
\end{align}
and cancelling $3b^2$ gives
\begin{equation}
u^2+w^2=2\sqrt2\,bu-2bw .
\label{eq:first}
\end{equation}
For the neighbour $b(1,-1,-1)$,
\begin{align}
3b^2&=\left(\frac{u}{\sqrt2}-b\right)^2+\left(\frac{u}{\sqrt2}+b\right)^2+(b-w)^2\nonumber\\
&=u^2+2b^2+b^2-2bw+w^2 ,
\end{align}
so that
\begin{equation}
u^2+w^2=2bw .
\label{eq:second}
\end{equation}
The neighbour $b(-1,1,-1)$ gives the same condition, because exchanging $x$ and $y$ leaves $\mathbf r_+$ unchanged. Equating the right-hand sides of (\ref{eq:first}) and (\ref{eq:second}) gives $2\sqrt2\,bu=4bw$, or $w=u/\sqrt2$. Inserting this in (\ref{eq:second}),
\begin{equation}
\frac32u^2=\sqrt2\,bu .
\end{equation}
The root $u=0$ is the atom back on its site. The other root is
\begin{equation}
u=\frac{2\sqrt2}{3}\,b,\qquad w=\frac23\,b .
\end{equation}
The second atom, $\mathbf r_-$, follows by reversing $x$ and $y$; its three neighbours are $b(-1,-1,1)$ and the same two lower atoms. The separation of the pair is
\begin{equation}
2u=\frac{4\sqrt2}{3}\,b=\frac{4\sqrt2}{3\sqrt3}\,d=1.089\,d .
\end{equation}
The objection about overlap thus fails: the two atoms are slightly more than a bond length apart. This is the $\langle110\rangle$ split form, also called a dumbbell.

With $b=1.358$ \AA, the pair length is 2.56 \AA\ and each atom is $2b/\sqrt3=1.57$ \AA\ from the empty site. The next nearest sites are at $d=2.35$ \AA, so both atoms belong to the cell of the site they share. ``Sharing a site'' means this, and not two atoms at one point.

One might reply that the pair is really two atoms in two holes with a vacancy between them. Indeed $\mathbf r_+=\frac23b(1,1,-1)$ lies two thirds of the way from the site to a hole centre. That description gives the same count, $+2-1=+1$, and the choice of words is free. It does not rescue the original argument, which required one surplus atom and a full set of occupied sites. In the split form neither member of the pair can be singled out as the surplus atom by counting.

\section{Neighbours and orientations}

Count as neighbours all atoms within $1.12\,d$, a radius that includes the partner at $1.089\,d$ but excludes atoms at $1.155\,d$. In the unrelaxed split form each atom of the pair has four neighbours: three lattice atoms and its partner. The two upper lattice atoms lose the removed atom and gain one member of the pair, so they stay fourfold. The two lower ones lose one and gain two, and become fivefold. The hole form has four fivefold lattice atoms. This makes the split form plausible, but it is no proof of lower energy, since the count depends on the chosen radius and ignores relaxation.

The shift along $-z$ is dictated by the neighbours: the two that lie in the plane of $[110]$ and $z$ are above the site, and the pair moves away from them. Each of the six $\langle110\rangle$ lines has its own such shift, so a site admits six orientations. Applying the 24 symmetry operations of the site to the pair confirms this number. There is one tetrahedral hole per atom.

\section{Which form costs less?}

Geometry cannot answer this. I take the formation energy at fixed lattice constant, with perfect silicon as the source of the added atom:
\begin{equation}
E_f=E(N+1)-\frac{N+1}{N}E(N).
\end{equation}
Both forms were relaxed in a periodic cell of 216 sites with two classical potentials, Stillinger--Weber and Tersoff. The split form was started with small random displacements, so that symmetry alone could not hold it at a saddle point. The numerical output follows this comment.

With Stillinger--Weber, the hole form costs 5.00 eV and the split form 4.47 eV, a difference $\Delta E=E_f^{\rm split}-E_f^{\rm hole}=-0.53$ eV. The relaxed pair is 2.47 \AA\ (0.247 nm) long and lies along $[110]$. Its midpoint is 0.73 \AA\ below the site, against 0.91 \AA\ in the unrelaxed construction. No atom is within 0.8 \AA\ of the shared site, its cell holds two atoms, and every other cell holds one. The three equal bonds of the construction do not survive: the four nearest distances of a pair atom are now 2.38, 2.47, 2.70 and 2.70 \AA.

This potential is a sum of a pair part and a penalty for bond angles that differ from the tetrahedral one, so the difference can be traced:
\begin{align}
\Delta E_{\rm angle}&=10.74-12.67=-1.93\ {\rm eV},\\
\Delta E_{\rm pair}&=-6.27-(-7.67)=+1.40\ {\rm eV}.
\end{align}
Within this model the split form is the lower of the two because its angular penalty is smaller, although its pair energy is less favourable. It is not the lowest form the model allows: in a cell of 64 sites a more extended arrangement, with three sites vacated, lies about 0.75 eV below it.

With Tersoff the order is reversed: 3.62 eV for the hole and 5.44 eV for the split form, so $\Delta E=+1.82$ eV. Here the pair is also less symmetric, with its atoms 1.44 and 1.70 \AA\ from the site, but the site is still empty and its cell still holds two atoms. These figures belong to the minimum reached from one random start. The model has other minima near the split form, including a symmetric one about 0.5 eV higher and less symmetric ones as much as about 0.8 eV lower, so the size of $\Delta E$ depends strongly on which is taken, although all those found lie above the hole form. In a cell of 64 sites, all curvatures of the energy about both forms are positive for both potentials, apart from uniform translation. In that cell each form is therefore a local minimum in each model. The existence of the split form is common to the two; its rank is not.

\section{Populations at a furnace temperature}

If both forms are minima and are in equilibrium with each other, each is weighted by its number of places and its Boltzmann factor. In the classical harmonic approximation, each vibrational coordinate with curvature $\kappa$ contributes $\sqrt{2\pi kT/\kappa}$ to the configuration integral. The two forms have equally many atoms, so the factors $2\pi kT$ and the kinetic parts cancel:
\begin{equation}
\frac{n_{\rm split}}{n_{\rm hole}}
=g\,e^{-\Delta E/kT}\,V,\qquad
V=\prod_i\sqrt{\frac{\kappa_i^{\rm hole}}{\kappa_i^{\rm split}}} .
\end{equation}
Here $g$ is the number of split minima per site, provided that each hole holds a single minimum, since there is one hole per site. At 1273 K, $kT=0.110$ eV. For Stillinger--Weber, counting only the symmetric pair, $g=6$, which gives $6e^{0.533/0.1097}\approx8\times10^2$ before vibrations. The curvatures of the 64-site cell give $V\approx6$ (those of the 216-site cell give about 5), which raises the ratio to about $4\times10^3$. This is only a rough estimate: the lowest curvature of the split form, 0.235 eV/\AA$^2$, gives a thermal amplitude $\sqrt{kT/\kappa}\approx0.7$ \AA\ along that collective coordinate, too large for the harmonic form to be reliable; in the 216-site cell that curvature falls to 0.125 eV/\AA$^2$. The ratio also compares these two forms only. The model has a further minimum with one vacated site within about 0.02 eV of the symmetric pair, and the extended form mentioned above is favoured over the pair by a Boltzmann factor of the order of $10^3$. For Tersoff the formula should not be used in this way, and the ratio and vibrational factor in the output are not a population estimate. Both forms have several nearby minima of different symmetry, so a count of six split places to one hole place is not the right one. In addition, the six second neighbours of the atom in the hole lie at 2.98 \AA, just inside the 3.0 \AA\ cutoff of the potential. Thermal motions of 0.1 \AA\ or more carry them across the cutoff, where curvatures taken at the minimum no longer describe the energy.

\section{What this says about real silicon}

The lattice constants used, 5.43 \AA, are close to that of silicon, and 1273 K is a typical furnace temperature. The energies deserve less trust. Going from 64 to 216 sites changes $\Delta E$ by 0.04 eV for Stillinger--Weber, and going on to 512 sites by a further 0.01 eV (the hole and split energies themselves fall by 0.04 and 0.03 eV), whereas changing the potential moves it by 2.35 eV for the minima reported here. For Tersoff the two cell sizes do not isolate a size effect, because they need not have relaxed to the same split minimum. Neither model contains electrons. In a real crystal the formation energy of a form with charge $qe$ contains the term $qE_F$, where $E_F$ is the Fermi level. If $E_F$ crosses a hot band gap of roughly 0.8 eV, a doubly charged form shifts by about 1.6 eV relative to a neutral one. That is three times the Stillinger--Weber difference. It applies only if $E_F$ moves across the whole gap: at 1273 K silicon has of the order of $10^{19}$ intrinsic carriers per cm$^3$, and only doping well above that density moves $E_F$ far from the middle of the gap. Very heavy doping may therefore affect which form is lowest, while light doping hardly matters at this temperature. The hexagonal hole, another candidate, was not compared here. Electronic-structure calculations are needed for the ranking.

\section{Recommendation}

The conclusion should be restated. A self-interstitial is a surplus of one atom in a region of crystal. That surplus may be one atom in a hole with all sites occupied, or two atoms on either side of a site that neither occupies, and more extended arrangements are possible as well. To predict which is favoured, one needs their energies for the charge state in question and, at high temperature, their vibrations as well. It cannot be read off from the open space in the lattice.

\section*{Values computed for the example and the checks}
\begin{verbatim}
SW: lattice constant 5.4309 A, energy -4.3366 eV/atom
Tersoff: lattice constant 5.4320 A, energy -4.6296 eV/atom
perfect crystal (SW): b = 1.3577 A, bond d = 2.3517 A
ideal split: u = 1.2801 A, w = 0.9052 A
ideal pair length 2.5602 A = 1.0887 d
ideal distance of each atom from the site 1.5678 A
unrelaxed hole: fivefold atoms 4, neighbours of last atom at 2b = 2.715 A: 6
unrelaxed split: fivefold atoms 2, neighbours of last atom at 2b = 2.715 A: 3
tetrahedral holes per atom 1, split orientations per site 6
SW hole, 216 sites: formation energy 5.001 eV
  sites with no atom within 0.8 A: 0
  angular part 12.672 eV, pair part -7.671 eV
  nearest distances of last atom (A): 2.56 2.56 2.56 2.56 2.94 2.94 2.94
  extra atom is 0.000 A from the hole centre
SW split, 216 sites: formation energy 4.468 eV
  sites with no atom within 0.8 A: 1
  angular part 10.741 eV, pair part -6.273 eV
  nearest distances of last atom (A): 2.38 2.47 2.70 2.70 2.93 2.93 3.01
  atoms in the shared site's cell: 2; cells with no atom: 0
  pair length 2.471 A, tilt from [110] 0.01 deg
  midpoint minus site (A): -0.003 -0.002 -0.732
  distances of the two atoms from the site: 1.433, 1.439 A
Tersoff hole, 216 sites: formation energy 3.622 eV
  sites with no atom within 0.8 A: 0
  nearest distances of last atom (A): 2.37 2.37 2.37 2.37 2.98 2.98 2.98
  extra atom is 0.000 A from the hole centre
Tersoff split, 216 sites: formation energy 5.441 eV
  sites with no atom within 0.8 A: 1
  nearest distances of last atom (A): 2.49 2.60 2.60 2.60 2.62 2.67 2.67
  atoms in the shared site's cell: 2; cells with no atom: 0
  pair length 2.600 A, tilt from [110] 1.85 deg
  midpoint minus site (A): -0.087 -0.091 -0.877
  distances of the two atoms from the site: 1.440, 1.696 A
temperature 1273 K, kT = 0.1097 eV
SW: split minus hole -0.533 eV (216 sites), -0.574 eV (64 sites)
  lowest curvature: hole 0.539, split 0.235 eV/A^2
  population split/hole 775; vibrational factor 5.61
Tersoff: split minus hole 1.819 eV (216 sites), 1.933 eV (64 sites)
  lowest curvature: hole 2.024, split 1.820 eV/A^2
  population split/hole 3.78e-07; vibrational factor 8.12e+03
rough hot band gap 0.8 eV; shift of a doubly charged form across it 1.6 eV
\end{verbatim}
